# Detecting constitutional supersaturation beside a planar ternary interface

A planar diffusion-couple calculation returns a tie-line, an interface speed and a composition profile in each phase. Before accepting them, one must decide whether the two phases can be treated as free of precipitates, or whether the model needs a two-phase zone or a non-planar interface. The decision depends on whether the virtual path, computed as though each phase stayed single, enters the two-phase field. Testing the path's direction at the interface is sufficient in a shrinking phase when the phase boundary is straight and the diffusion matrix constant, as assumed below, but it can miss an entry inside a growing one. Once the couple is solved, the scheme below tests the whole path with at most two further evaluations of the profile per phase.

## Model and phase boundary

Phase $\alpha$ lies on the left and $\beta$ on the right of a semi-infinite couple. All components have the same constant molar volume in both phases, the interface is in local equilibrium, and each phase has a constant diffusion matrix. Vectors hold the mole fractions of components 1 and 2; component 3 is the remainder.

Let both phases be ideal solutions, with

$$\frac{\mu_i^\alpha}{kT}=a_i+\ln x_i,\qquad \frac{\mu_i^\beta}{kT}=b_i+\ln y_i .$$

Equality of the potentials gives the tie-lines $y_i=K_ix_i$, with $K_i=e^{a_i-b_i}$. Since the $y_i$ sum to one, the $\alpha$ boundary is $\sum_iK_ix_i=1$. Likewise, the $\beta$ boundary is $\sum_iy_i/K_i=1$.

To find which side is supersaturated, form a small $\beta$ nucleus of composition $y$ from $\alpha$ of composition $x$. The energy change per atom is

$$\frac{\Delta G}{kT}=\sum_i y_i\left[\ln y_i-\ln(K_ix_i)\right].$$

Minimizing with a multiplier for $\sum_iy_i=1$ makes $\ln y_i-\ln(K_ix_i)$ the same for all $i$. Hence $y_i=K_ix_i/S$ with $S=\sum_iK_ix_i$. Each logarithm then equals $-\ln S$, so

$$\Delta G_{\min}=-kT\ln S .$$

The function is convex in $y$, so this is the global minimum. A driving force exists when $S>1$. For $\alpha$ forming in $\beta$, replace $K_i$ by $1/K_i$. Both cases use the excess

$$g=\sum_i c_ix_i-1,\qquad c_i=K_i\ \text{in }\alpha,\quad c_i=1/K_i\ \text{in }\beta .$$

A path that crosses $g=0$ from its own phase enters the two-phase field, not the other phase. By the Cauchy–Schwarz inequality, $(\sum K_ix_i)(\sum x_i/K_i)\ge1$, with strict inequality when components with different $K_i$ are present. Where one sum equals one, the other therefore exceeds one.

## Diffusion and the interface equations

In an ideal solution without vacancy-wind corrections, the lattice-frame flux, in mole-fraction units, is $-D_i^*\nabla x_i$. Subtracting the net drift gives fluxes that sum to zero:

$$J_i=-D_i^*\nabla x_i+x_i\sum_{k=1}^3D_k^*\nabla x_k .$$

Substituting $\nabla x_3=-\nabla x_1-\nabla x_2$ gives $J_i=-\sum_jD_{ij}\nabla x_j$, with

$$D_{ij}=\delta_{ij}D_i^*-x_i(D_j^*-D_3^*).$$

This matrix is frozen at one reference tie-line. The method itself accepts any constant matrix with distinct positive eigenvalues $d_1>d_2$, called fast and slow below.

Set $\lambda=z/\sqrt t$, where $z=0$ is the original interface. Then $\partial_tx=-(\lambda/2t)\,x'$ and $\partial_z^2x=x''/t$, so Fick's law becomes

$$Dx''+\frac{\lambda}{2}x'=0 .$$

The interface sits at $\lambda=\eta$. Let $m$ point into the phase considered: $m=\lambda$ in $\beta$ and $m=-\lambda$ in $\alpha$. Its interface value $m_0$ is $\eta$ in $\beta$ and $-\eta$ in $\alpha$. A phase grows when $m_0<0$ and shrinks when $m_0>0$.

The equation is unchanged by $\lambda\to-\lambda$. Along an eigenvector $v_k$ it reads $d_kf''+(m/2)f'=0$, so $f'\propto e^{-m^2/4d_k}$. Requiring $f_k(m_0)=0$ and $f_k(\infty)=1$ gives

$$f_k(m)=1-\frac{\operatorname{erfc}(m/2\sqrt{d_k})}{\operatorname{erfc}(m_0/2\sqrt{d_k})}.$$

Expand the difference between the end alloy and the interface as $x_{\rm end}-x_{\rm int}=\sum_kp_kv_k$. The profile is $x=x_{\rm int}+\sum_kp_kf_kv_k$, and its gradient into the phase at the interface is

$$G=\sum_kp_kv_k\,\frac{e^{-m_0^2/4d_k}}{\sqrt{\pi d_k}\,\operatorname{erfc}(m_0/2\sqrt{d_k})}.$$

The interface speed is $\eta/(2\sqrt t)$. Advance to the right turns $\beta$ into $\alpha$ and releases $(x^\beta-x^\alpha)\eta/(2\sqrt t)$ per unit area and time, which must equal $J^\beta-J^\alpha$. The $\lambda$-gradients are $G^\beta$ on the right and $-G^\alpha$ on the left, so

$$(x^\beta-x^\alpha)\frac{\eta}{2}+D^\beta G^\beta+D^\alpha G^\alpha=0 .$$

These two equations fix $\eta$ and one tie-line coordinate, here $x_2^\alpha$.

## The complete path test

The excess is linear in composition. With $q_j=c_j-c_3$ for $j=1,2$, and $g=0$ at the interface,

$$g(m)=A_1f_1+A_2f_2,\qquad A_k=p_k\,q\cdot v_k .$$

Differentiation gives

$$g'=B_1e^{-m^2/4d_1}+B_2e^{-m^2/4d_2},\qquad B_k=\frac{A_k}{\sqrt{\pi d_k}\operatorname{erfc}(m_0/2\sqrt{d_k})}.$$

The end alloy is single-phase, so $g(\infty)=A_1+A_2<0$. A path that becomes positive must therefore reach a positive maximum at finite $m>m_0$. Conversely, a positive stationary value is an entry. Setting $g'=0$ gives

$$e^{(m^2/4)(1/d_2-1/d_1)}=-\frac{B_2}{B_1},$$

$$m=\pm m_*,\qquad m_*=2\sqrt{\frac{\ln(-B_2/B_1)}{1/d_2-1/d_1}} .$$

Solutions require $-B_2/B_1\ge1$, and only those with $m>m_0$ lie in the phase. **The path enters the two-phase field if and only if $g>0$ at one of these points.**

### When the interface slope suffices

Write $g'=e^{-m^2/4d_2}(B_1r+B_2)$, with $r=e^{(m^2/4)(1/d_2-1/d_1)}$.

In a static or shrinking phase, $m_0\ge0$ and $r$ rises steadily, so $g'$ changes sign at most once. A positive initial slope gives entry immediately. If the initial slope is not positive, $g$ falls at first; should it later rise, it rises towards the negative value $g(\infty)$. It never becomes positive, so the slope test is exact.

In a growing phase, $r$ first falls to its minimum at $m=0$ and then rises. Suppose $B_1<0<B_2$: the slow mode supersaturates while the fast mode desaturates. At zero interface slope the two terms of $g'$ cancel, and

$$g''(m_0)=-\frac{m_0}{2}B_2e^{-m_0^2/4d_2}\left(\frac1{d_2}-\frac1{d_1}\right)>0 .$$

The path is then already inside the two-phase field. Along a continuous family that starts clean with negative slope, onset must have come earlier, away from the interface. For the opposite signs, $B_1>0>B_2$, a negative initial slope means that $g$ falls and then rises only towards $g(\infty)<0$, so nothing is missed.

Each mode's gradient is a Gaussian centred on the original interface plane. In a growing phase that plane lies inside the phase, so the steepest change of the slow mode is buried there and the interface slope samples only its flank.

### The static limit

For $\eta=0$, $f_k=\operatorname{erf}(m/2\sqrt{d_k})$, and a positive slope requires $A_1/\sqrt{d_1}+A_2/\sqrt{d_2}>0$. Combined with $A_1+A_2<0$, this means $A_1<0<A_2$ and

$$\sqrt{d_2/d_1}<\frac{A_2}{|A_1|}<1 .$$

The window closes as the eigenvalues approach each other. With a diagonal matrix the modes are components 1 and 2, and each flows down its own gradient. Component 3 does so too when $p_1$ and $p_2$ have the same sign, because $J_3=-(J_1+J_2)$ and $\nabla x_3=-(\nabla x_1+\nabla x_2)$. The window then requires $q_1$ and $q_2$ of opposite sign, so that $c_3$ lies between $c_1$ and $c_2$. In such a system unequal diffusion lengths can produce constitutional supersaturation without uphill transport of any component. The ideal-solution matrix above is exactly diagonal only when all three $D_i^*$ are equal, which closes the window; it approaches a diagonal form with unequal eigenvalues only when components 1 and 2 are both dilute.

## Algorithm

```
input: end alloys, K, D_alpha, D_beta
require both end alloys have g < 0
solve the two interface balances for (x2_alpha, eta)
for each phase:
    m0 = -eta in alpha, +eta in beta
    find d1 > d2, eigenvectors, p, A and B
    flag = false
    if B1*B2 < 0 and -B2/B1 >= 1:
        compute m_star
        for m in (-m_star, m_star):
            if m > m0 and g(m) > 0: flag = true
    attached = flag and g'(m0) > 0
return flags, peaks, positions
```

To find an onset, bracket the change of flag while varying one end composition and bisect. This assumes a single change in the bracket; a coarse preliminary scan guards against several.

**Cost.** A balance evaluation needs two $2\times2$ eigensystems, which can be stored when the matrices are fixed, and four complementary error functions. The path test adds at most two evaluations of $g$ per phase. No spatial grid is required, and $n$ bisections cost about $n$ couple solutions.

**Numerical stability.** For large positive $u=m_0/2\sqrt{d_k}$, $\operatorname{erfc}u$ underflows. Use $\operatorname{erfcx}u=e^{u^2}\operatorname{erfc}u$: the rate in $G$ becomes $1/(\sqrt{\pi d_k}\operatorname{erfcx}u)$, and the ratio $-B_2/B_1$ should be formed from logarithms. The profile needs the same care, since its quotient becomes 0/0: with $w=m/2\sqrt{d_k}$, use $f_k=1-e^{u^2-w^2}\operatorname{erfcx}w/\operatorname{erfcx}u$. For large negative $u$, use $\operatorname{erfc}$ directly, since it tends to 2.

Near an attached onset with small slope $s$ and a moving interface, expansion gives a peak of $s^2/(2|g''|)$, with $g''$ taken at the interface. In a static phase $g''$ vanishes there, and the peak scales as $s^{3/2}$ instead. In both cases a sign test on the peak loses digits, so in a shrinking phase the root of the slope is a better onset equation. Nearly equal eigenvalues can make the eigenvector expansion ill-conditioned.

**Failure modes.** The root solver may return an unphysical tie-line; uniqueness of the root has not been shown. Even with a sound tie-line, a constant matrix can drive the profile to negative mole fractions when an end alloy lacks a component. Mole fractions should therefore be checked along the whole path. If the phase boundary is curved but the matrix is constant, the closed profile still holds; the excess is then no longer a sum of two modes and must be scanned along that profile. A composition-dependent matrix invalidates the profile too, which must be solved numerically before the scan.

## Couples on both sides of onset

Take $K=(3,1,0.5)$ and tracer diffusivities of 0.010, 0.001 and 0.002 µm²/s for components 1, 2 and 3. The tie-lines are $x_1^\alpha=0.2(1-x_2)$ and $x_1^\beta=3x_1^\alpha$, with $x_2$ equal in both phases. The matrices are frozen at $x_2=0.30$. Their eigenvalues are 0.008835 and 0.001345 µm²/s in $\alpha$, and 0.006444 and 0.001496 µm²/s in $\beta$. The anneal lasts 100 h, so $\sqrt t=600$ s$^{1/2}$.

In family 1 the $\beta$ end is fixed at $(0.75,0.05)$ and the $\alpha$ end is $(0.05,p)$. In family 2 the $\alpha$ end is fixed at $(0.05,0.65)$ and the $\beta$ end is $(u,0.05)$. The table gives the slope and highest stationary value of $g$ in the phase under study, $\alpha$ for A–C and $\beta$ for D–E.

| Couple | Varied end | Slope (s$^{1/2}$/µm) | Peak $g$ |
|---|---:|---:|---:|
| A | $p=0.41$ | −0.302 | none |
| B | $p=0.51$ | 0.256 | 0.0013 |
| C | $p=0.70$ | 0.961 | 0.0112 |
| D | $u=0.662$ | −0.647 | −0.0090 |
| E | $u=0.642$ | −0.443 | 0.0087 |

The interface moves left in all five couples: $\alpha$ shrinks and $\beta$ grows. In family 1 the stationary-value and slope tests both place the onset at $p=0.4629$. Couple B has a supersaturated zone attached to the interface, 12.7 µm wide, with its peak at 6.3 µm. A parabola with the printed slope and peak position predicts a height of $0.2555\times(6.28/600)/2=0.0013$, as found.

In family 2 the $\beta$ onset is at $u=0.6516$. The slope there is still −0.54 s$^{1/2}$/µm, and contact occurs 54 µm from the interface. The $\alpha$ side is already flagged in both D and E, so these couples isolate the test of the virtual $\beta$ path; they are not predictions of a precipitate-free $\alpha$.

### Couple E by hand

The $\beta$ interface composition is $(0.29398,0.51003)$, so the end-minus-interface difference is $(0.34802,-0.46003)$. With $c=(1/3,1,2)$, $q=(-1.6667,-1)$ and

$$g(\infty)=-1.6667(0.34802)+0.46003=-0.120 .$$

The rows of $D^\beta$ are $(0.00664,0.00042)$ and $(-0.00240,0.00130)$ µm²/s. With unrounded eigenvalues, the first row gives eigenvectors $(1,-0.46656)$ for the fast mode and $(-0.08165,1)$ for the slow one. Solving for the amplitudes gives $p_1=0.32275$ and $p_2=-0.30945$. The extra digits are kept because the two modes nearly cancel at the peak. Projection on $q$ gives

$$A_1=-1.2001(0.32275)=-0.3873,$$

$$A_2=-0.8639(-0.30945)=0.2673 .$$

With $m_0=\eta=-0.0595$ µm/s$^{1/2}$, the derivative coefficients are $B_1=-1.945$ and $B_2=2.263$ s$^{1/2}$/µm. At the interface the Gaussian factors are 0.872 and 0.553, so

$$g'(m_0)=-1.945(0.872)+2.263(0.553)\simeq-0.44\ \text{s}^{1/2}/\text{µm}.$$

The slope test therefore reports no entry. The stationary points are at

$$m_*=2\sqrt{\frac{\ln(2.263/1.945)}{668.5-155.2}}=0.0344\ \text{µm/s}^{1/2}$$

and at $-m_*$. Both lie in the phase; the negative one is a minimum and the positive one a maximum. At the maximum, $f_1=0.4555$ and $f_2=0.6925$, which gives $g\simeq0.0087$. Its distance from the interface is $(0.0344+0.0595)\times600=56$ µm. The supersaturated zone extends from 33 to 75 µm, and all these distances grow as $\sqrt t$.

### Independent checks

A finite-difference solution with 500 cells per phase, closed by global mass conservation instead of the interface balance, gave the same flags for all five couples. The largest absolute differences were $1.7\times10^{-5}$ in tie-line $x_2$ and $8.7\times10^{-6}$ in peak $g$.

The closed-form maximum was also compared with scans of random two-mode profiles. Here $d_2/d_1$ lay between 0.05 and 0.8, $A_1$ and $A_2$ between −1 and 1 with a sum no greater than −0.05, and $m_0/\sqrt{d_1}$ between −1.5 and 1.5. Of 32 growing-phase entries with peak above $10^{-4}$, 8 had a negative interface slope. This fraction belongs to that sampling and is not a frequency for real alloys.

## What the flag means for a material

The phase diagram and the diffusivities are model inputs and represent no particular alloy. Real alloys also break the constant-matrix assumption. Using the local Darken matrix moves the first onset from 0.463 to 0.485 and the second from 0.6516 to 0.6385. Couple B stays beyond its onset, with its peak reduced from 0.0013 to 0.0003, but E, at $u=0.642$, falls on the clean side. Its flag is thus within the model error. The detached character survives: at the shifted onset the slope is −0.64 s$^{1/2}$/µm. Unequal molar volumes, stress and short-circuit diffusion have not been sized.

A flag establishes a chemical driving force, not the appearance of precipitates. For a temperature of 1500 K, the driving force at the peak of couple C is

$$kT\ln(1.0112)=1.44\ \text{meV/atom}.$$

For a rough interface energy $\gamma=0.2$ J/m² and atomic volume $\Omega=0.011$ nm³, the critical radius $2\gamma\Omega/|\Delta G|$ is 19 nm. The homogeneous barrier $16\pi\gamma^3\Omega^2/(3\Delta G^2)$ is about $1.5\times10^4\,kT$. These values use the frozen matrix. With the local Darken matrix the peak rises from 0.0112 to 0.0156, which gives 2.0 meV/atom, 14 nm and about $7.6\times10^3\,kT$. Homogeneous nucleation is therefore negligible for these inputs with either matrix.

The location of the zone then matters. In an attached zone, the neighbouring phase is already present and could grow into the supersaturated region without a nucleation event; whether a planar front actually becomes unstable needs a separate stability calculation with capillarity. A detached zone has no such contact, so a precipitate there must nucleate, for example on a grain boundary or inclusion. An implementation should therefore return the position and height of the peak together with the flag. Further values for the five couples are in the numerical output below.

## Numbers as computed

```
Partition ratios K1 K2 K3: 3.0 1.0 0.5
Tracer diffusivities 1 2 3 (um^2/s): 0.01 0.001 0.002
Temperature 1500 K; anneal 100 h
Reference alpha, beta (x1 x2): [0.14 0.3 ] [0.42 0.3 ]
D alpha 11 12 21 22 (um^2/s): 0.00888 0.00014 -0.00240 0.00130
  eigenvalues (um^2/s): 0.008835 0.001345
D beta 11 12 21 22 (um^2/s): 0.00664 0.00042 -0.00240 0.00130
  eigenvalues (um^2/s): 0.006444 0.001496
Family 1: alpha end x1=0.05, beta end=(0.75, 0.05)
  onset alpha-end x2: stationary test 0.462932, slope 0.462932
Family 2: alpha end=(0.05, 0.65), beta end x2=0.05
  onset beta-end x1: 0.651604; g slope there -0.5445 s^0.5/um
  contact distance from interface: 54.45 um
Couple A below: ends [0.05 0.41] [0.75 0.05]
  interface alpha [0.14907 0.25466] beta [0.4472  0.25466]
  eta -0.030751 um/s^0.5; displacement -18.45 um
  g slopes alpha, beta (s^0.5/um): -0.3022, -1.4955
  top stationary g alpha, beta: none, none
Couple B above: ends [0.05 0.51] [0.75 0.05]
  interface alpha [0.12915 0.35423] beta [0.38746 0.35423]
  eta -0.045863 um/s^0.5; displacement -27.52 um
  g slopes alpha, beta (s^0.5/um): 0.2555, -1.2982
  top stationary g alpha, beta: 0.001333, none
Couple C far above: ends [0.05 0.7 ] [0.75 0.05]
  interface alpha [0.07764 0.61182] beta [0.23291 0.61182]
  eta -0.095684 um/s^0.5; displacement -57.41 um
  g slopes alpha, beta (s^0.5/um): 0.9609, -1.3360
  top stationary g alpha, beta: 0.011195, none
Couple D clean beta: ends [0.05 0.65] [0.662 0.05 ]
  interface alpha [0.09648 0.5176 ] beta [0.28944 0.5176 ]
  eta -0.063885 um/s^0.5; displacement -38.33 um
  g slopes alpha, beta (s^0.5/um): 0.8945, -0.6472
  top stationary g alpha, beta: 0.011615, -0.009035
Couple E detached: ends [0.05 0.65] [0.642 0.05 ]
  interface alpha [0.09799 0.51003] beta [0.29398 0.51003]
  eta -0.059510 um/s^0.5; displacement -35.71 um
  g slopes alpha, beta (s^0.5/um): 0.9171, -0.4430
  top stationary g alpha, beta: 0.012685, 0.008686
B alpha: peak at 6.28 um, zone ends at 12.70 um from interface
C alpha: peak at 16.59 um, zone ends at 45.58 um from interface
E beta: zone from 32.71 to 75.22 um, peak at 56.32 um from interface
Random growing-phase entries: 32; missed by slope: 8
Largest finite-difference gaps: tie x2 1.7e-05, eta/scale 1.9e-05, peak g 8.7e-06
Local-D onset 1: 0.4854; shift +0.0224
Local-D onset 2: 0.6385; shift -0.0131
  local-D g slope at onset 2: -0.6414 s^0.5/um
C driving force: 1.4391 meV/atom
Rough inputs: interface 0.2 J/m^2, atom 0.011 nm^3
C critical radius 19.08 nm; homogeneous barrier 1.47e+04 kT
```
